Coupled Momentum Relaxation for Elastic Scattering among Isotropic Subbands

In a quantum well 150 Å wide with one rough wall, the calculated zero-temperature conductivity is 2695 e²/ħ when the Fermi energy lies just below the second subband edge, and 145 e²/ħ when it lies just above. The electron density is practically the same in both cases, yet 95 % of the conductivity has gone. The second subband holds almost no electrons there, but it offers final states to electrons of the first. At the edge itself, this extra scattering out of the first subband explains the whole fall. Farther above the edge, electrons also pass between the subbands with part of their direction kept. What they then do to the current depends on their new velocity and on how long they keep their new direction, so the relaxation times must be found together.

Let subband n have an isotropic dispersion E_n(k), with k = |k| the in-plane wavevector, and let k̂ be the unit vector along k. The velocity is v_n k̂, where v_n = dE_n/dk is a signed radial velocity. At a given energy E each open subband is one channel, with wavevector k_n(E). If a subband is not monotonic and meets E at several k, each branch counts as a separate channel, and v_n may then be negative. The algebra uses atomic units, ħ = e = m_e = 1, with e the magnitude of the electron charge.

Static disorder scatters an electron from (n,k) to (m,k′) at the golden-rule rate

W = (2π/A) w_nm(θ) δ(E_n(k) − E_m(k′)),

where A is the area, θ the angle between k and k′, and w_nm is A times the disorder-averaged squared matrix element. Spin is conserved. The Hamiltonian is Hermitian, so w_nm(θ) = w_mn(−θ). I also assume that w_nm is even in θ, which excludes skew scattering; then w_nm = w_mn. Coherence between subbands is neglected, which requires their splitting to be much larger than ħ times the scattering rates. There is no magnetic field.

A uniform in-plane force F acts on the electrons. With f and f′ the occupations of the initial and final states, the net rate out of a state contains

W f(1 − f′) − W f′(1 − f) = W(f − f′).

The products ff′ cancel because the forward and reverse rates are equal. The steady Boltzmann equation is therefore

F·∇_k f_n(k) = Σ_m ∫ d²k′/(2π)² A W [f_m(k′) − f_n(k)].

Write f_n = f0(E) + g_n, with f0 the Fermi function and g_n of first order in F. The collisions conserve energy, so f0 drops out of the right side. On the left, ∇_k f0 = f0′ v_n k̂, where f0′ = df0/dE. To first order,

f0′ v_n F·k̂ = Σ_m ∫ d²k′/(2π)² A W [g_m(k′) − g_n(k)].

Try the form

g_n = −f0′ λ_n(E) F·k̂, λ_n = v_n τ_n.

Since −f0′ is positive, a positive λ_n puts extra electrons on the side toward which the force points. Let φ and φ′ be the angles of k and k′ from F. Both states have the same energy, hence the same f0′. Dividing by −f0′ F reverses the sign of the left side, and moving that sign to the right gives

v_n cos φ = Σ_m ∫ d²k′/(2π)² A W [λ_n cos φ − λ_m cos φ′].

The delta function fixes k′ = k_m. For any function h of the final angle,

∫ d²k′/(2π)² 2π w_nm δ(E − E_m(k′)) h = 2π D_m ⟨w_nm h⟩,

D_m = k_m/(2π|v_m|).

Here D_m is the density of states per spin and area, and ⟨ ⟩ is the average over final directions. Now set φ′ = φ + θ, so that cos φ′ = cos φ cos θ − sin φ sin θ. The second term averages to zero because w_nm is even. Every remaining term is proportional to cos φ, so the trial form solves the linear equation without further approximation. With

Γ⁰_nm = 2π D_m ⟨w_nm⟩, Γ¹_nm = 2π D_m ⟨w_nm cos θ⟩,

the common factor cos φ cancels and leaves

λ_n Σ_l Γ⁰_nl − Σ_m Γ¹_nm λ_m = v_n.

Inserting λ_n = v_n τ_n and dividing by v_n gives the coupled momentum-relaxation equations,

Σ_m [δ_nm Σ_l Γ⁰_nl − (v_m/v_n) Γ¹_nm] τ_m = 1.

The first term removes electrons from channel n, whatever their final direction. The second is scattering-in. It carries the ratio v_m/v_n because the deviation in channel m is proportional to that channel's own velocity. For parabolic subbands of unequal mass this ratio differs from k_m/k_n. With a single channel the equation reduces to 1/τ = 2πD⟨w(1 − cos θ)⟩. If w does not depend on angle, all Γ¹ vanish and τ_n = 1/Σ_l Γ⁰_nl.

The quantity λ_n has a direct meaning. Let R_n = Σ_l Γ⁰_nl be the total collision rate, and rewrite the equation as

λ_n = v_n/R_n + Σ_m (Γ¹_nm/R_n) λ_m.

An electron starting in channel n along k̂ travels v_n/R_n on average before its first collision. It then enters channel m with probability Γ⁰_nm/R_n, and Γ¹_nm/Γ⁰_nm is the mean cosine of that deflection. Thus λ_n is the mean total displacement along the initial direction. It is a transport length, and τ_n is this length divided by the initial velocity, not the time between collisions.

To find the conductivity, sum the velocity along F over both spins. The particle current density is

j = 2 Σ_n ∫ d²k/(2π)² v_n cos φ (−f0′) λ_n F cos φ.

The angular average of cos²φ is 1/2, which cancels the spin factor, and the radial integral becomes an integral over energy with weight D_n. The charge −e enters once in the force and once in the electric current, so its sign drops out. Hence

σ = ∫ dE (−f0′) σ(E), σ(E) = Σ_n D_n v_n λ_n,

in units of e²/ħ, and the mobility is μ = σ/(en), where n without a subscript label is the total density. For a parabolic subband of mass m_n the density is k_n²/(2π), and D_n v_n λ_n equals this density times τ_n/m_n, as in the Drude formula.

Since w_nm is symmetric, D_n Γ^j_nm = D_m Γ^j_mn for j = 0, 1. This is detailed balance: at equal occupation, the flow from n to m equals the reverse flow. Multiply the equation for λ_n by D_n λ_n and sum over n. The right side becomes σ(E), and the left side is

σ(E) = Σ_nm 2π D_n D_m [⟨w_nm⟩ λ_n² − ⟨w_nm cos θ⟩ λ_n λ_m].

Exchanging the names n and m in half of the first term, which symmetry allows, gives

σ(E) = ½ Σ_nm 2π D_n D_m ⟨w_nm |λ_n k̂ − λ_m k̂′|²⟩ ≥ 0,

because |λ_n k̂ − λ_m k̂′|² = λ_n² + λ_m² − 2λ_n λ_m cos θ. If this form is positive for every nonzero set of λ_n, the matrix can be inverted, the solution for λ_n is unique and σ(E) is positive. It fails to be so when, for instance, all scattering is strictly forward within each channel: then no collision relaxes the current.

A positive conductivity does not require every τ_n to be positive. Suppose all v_n > 0, all Γ¹_nm ≥ 0, and Σ_m Γ¹_nm < R_n in each row. Solving the displacement equation by iteration from v_n/R_n then adds nonnegative terms, and the series converges because each row of weights sums to less than one. In that case all τ_n are positive. Backward scattering between subbands can change this. Take two channels with D_n = 1/(2π), v_1 = 1, v_2 = 0.1, Γ⁰ equal to 0.2 within and 1 between the channels, and Γ¹ equal to 0 within and −0.5 between them, all dimensionless. The equations are

1.2 λ_1 + 0.5 λ_2 = 1, 0.5 λ_1 + 1.2 λ_2 = 0.1.

Their determinant is 1.19, so λ_1 = 1.15/1.19 = 0.966 and λ_2 = −0.38/1.19 = −0.319. Hence τ_2 = −3.19, while σ = (0.966 − 0.032)/(2π) = 0.149. An electron that starts in the slow channel is soon thrown backward into the fast one, and on average ends up behind its starting point. A branch with negative radial velocity can do the same with forward scattering: for v_2 = −0.3 and interchannel Γ¹ = +0.5, the result is τ_2 = −0.392 and σ = 0.135.

The rough well needs a specific w_nm. Let L be its width, m_z the confinement mass, and

ε_n = n²π²/(2m_z L²)

its subband edges. First give the rough wall a finite height V. Moving it by a small distance u changes the potential by V in a strip of width u, so the matrix element has magnitude V|φ_n(L)φ_m(L)|u, with φ_n the confined wavefunction. Under a high barrier φ_n decays as exp(−κz), with κ² = 2m_z V, so |φ_n(L)| = |φ_n′(L)|/κ. The height V then cancels:

V|φ_n φ_m| = |φ_n′ φ_m′|/(2m_z) = (2/L)(nπ/L)(mπ/L)/(2m_z) = 2√(ε_n ε_m)/L.

For n = m this is the magnitude of dε_n/dL, as it must be. It holds to first order in u. Diagonalizing a well with a high finite barrier on a grid gives elements that agree with the formula to about 0.1 %, once the penetration depth 1/κ is added to L; the remaining difference comes mainly from the grid.

Let the wall displacement have the correlation function h² exp(−r²/Λ²), with h the roughness height and Λ the correlation length. Its Fourier transform is a product of two one-dimensional Gaussian integrals, each equal to √π Λ exp(−q_i²Λ²/4), so that

w_nm = (4ε_n ε_m/L²) π h²Λ² exp(−q²Λ²/4),

q² = k_n² + k_m² − 2k_n k_m cos θ.

The average ⟨exp(x cos θ) cos jθ⟩ is the modified Bessel function I_j(x). For parabolic in-plane motion with mass m_m, 2πD_m = m_m, and therefore

Γ^j_nm = m_m (4ε_n ε_m/L²) π h²Λ² exp[−Λ²(k_n² + k_m²)/4] I_j(x),

x = Λ²k_n k_m/2.

The parameters are round: L = 150 Å, h = 3 Å, Λ = 50 Å, m_z = 0.07, and in-plane masses 0.07, 0.09 and 0.11, chosen unequal so that v_m/v_n differs from k_m/k_n. They do not represent Kane-type nonparabolicity: for E(1 + αE) = (k² + k_z²)/(2m) the velocity is k/[m(1 + 2αE)], so at equal energy v_m/v_n = k_m/k_n and all subbands have the same density of states. Screening, phonons and other disorder are left out, so the mobilities below describe this roughness model alone. The edges lie at 0.0239, 0.0955 and 0.2149 eV. At a Fermi energy of 0.13 eV two subbands are occupied, with k_1 = 0.04416 and k_2 = 0.02855 Å⁻¹, and v_1/v_2 = 1.99 compared with k_1/k_2 = 1.55.

In units of 10⁻⁵ eV, the values of ħΓ⁰ are 1.804 for 11, 10.364 for 12, 8.061 for 21 and 62.401 for 22. The velocity-weighted terms (v_m/v_n)ħΓ¹ are 1.367, 3.201, 9.847 and 28.267 in the same order. The diagonal coefficients follow as

1.804 + 10.364 − 1.367 = 10.801,

8.061 + 62.401 − 28.267 = 42.195.

With τ measured in ħ/(10⁻⁵ eV), the equations to solve are

10.801 τ_1 − 3.201 τ_2 = 1,

−9.847 τ_1 + 42.195 τ_2 = 1.

The determinant is 424.2. Hence τ_1 = (42.195 + 3.201)/424.2 = 0.1070 and τ_2 = (10.801 + 9.847)/424.2 = 0.0487, or ħ/τ_1 = 9.34 × 10⁻⁵ eV and ħ/τ_2 = 20.5 × 10⁻⁵ eV. The transport lengths are about 51 400 Å and 11 800 Å.

Since D_n v_n = k_n/(2π) for positive velocity, the conductivity is

σ = (k_1λ_1 + k_2λ_2)/(2π) = (2271.5 + 335.9)/(2π) = 415 e²/ħ.

Dividing by the density 4.40 × 10⁻⁴ Å⁻² gives μ = 9.43 × 10⁵ e Å²/ħ, or 1.43 × 10⁵ cm²/(V s). The first subband carries 87 % of the current.

As a test of the cosine form, the Boltzmann equation at this energy was also solved on a ring of discrete directions for each subband, with no angular form assumed. The two solutions agree to rounding error. A separate test integrated the golden-rule rates, including the velocity-weighted ones, over a Cartesian k-grid with a narrow Gaussian in place of the delta function; the largest relative deviation was 0.03 %.

The effect of the coupling is plainest when each equation is divided by its own τ_n:

1/τ_1 = 10.801 − 3.201 τ_2/τ_1 = 10.801 − 1.456,

1/τ_2 = 42.195 − 9.847 τ_1/τ_2 = 42.195 − 21.65.

For the first subband, scattering-in from the second is a modest correction, because the second has both a lower velocity and a shorter τ. For the second subband it halves the relaxation rate: electrons sent forward into the first subband move faster and keep their direction longer.

Four simpler recipes can be judged against this solution, with errors relative to σ = 415 e²/ħ. Dropping intersubband scattering-in leaves the rates 10.80 and 42.20 and makes σ 18 % too small. Keeping the velocity ratio but setting τ_m = τ_n subtracts 3.20 instead of 1.46 in the first subband, and σ comes out 15 % too large. Using Σ_m(Γ⁰_nm − Γ¹_nm) separately in each subband subtracts 6.37 there, and σ is 91 % too large. Solving the coupled equations without the velocity ratio gives an error of 3 % in σ, but this small figure hides a cancellation: ħ/τ_1 is 7 % too low and ħ/τ_2 is 31 % too high.

The fall in conductivity at the second edge follows from the limit k_2 → 0. There x → 0 for scattering between the subbands, with I_0(x) → 1 and I_1(x) → x/2. Scattering into or out of a state near k = 0 therefore loses its angular preference, and Γ¹_21/Γ⁰_21 → Λ²k_1k_2/4. The velocity ratio, however, diverges as v_1/v_2 = k_1m_2/(m_1k_2). In the product k_2 cancels:

(v_1/v_2) Γ¹_21/Γ⁰_21 → Λ²k_1²m_2/(4m_1).

Its value here is 1.057. It may exceed one because it is a ratio of velocities times a mean cosine, not a probability. In the other direction, (v_2/v_1)Γ¹_12 vanishes as k_2², and so does Γ¹_22. The coupled equations just above the edge become

1/τ_1 = Γ⁰_11 − Γ¹_11 + Γ⁰_12,

τ_2 = [1 + Γ⁰_21 τ_1 Λ²k_1²m_2/(4m_1)]/(Γ⁰_21 + Γ⁰_22).

Just below the edge the first line lacks Γ⁰_12, which appears at full strength because the two-dimensional density of states starts with a step. In units of 10⁻⁵ eV, ħ/τ_1 rises from 0.846 to 0.846 + 14.868 = 15.714. The second subband carries no current at its edge, since k_2λ_2 → 0, so the conductivity ratio is 0.846/15.714 = 0.054.

The size of the new rate, relative to the old one, can be traced through the formula for Γ^j. With s = Λ²k_1²/4 at the edge,

Γ⁰_12/(Γ⁰_11 − Γ¹_11) = (ε_2/ε_1)(m_2/m_1) e^s/[I_0(2s) − I_1(2s)].

The limit value 1.057 times m_1/m_2 gives s = 0.822. The three factors are then 4, 1.29 and 3.42, with product 17.6. The first says that the wall shift acts more strongly on the higher subband. The last is mainly an effect of direction. Within the first subband, smooth roughness leaves a mean cosine of 0.63 after a collision, whereas a transition to k = 0 erases the direction; this accounts for a factor 1/(1 − 0.63) = 2.7. The remaining factor of 1.26 arises because the angle-averaged roughness spectrum is larger for the transition to k = 0.

Scattering-in still matters for the few electrons in the second subband. Detailed balance gives ħΓ⁰_21 = 14.868 × 7/9 = 11.56, so the bracket in τ_2 is 1 + 11.56 × 1.057/15.714 = 1.78. Without the velocity-weighted term, τ_2 would be too short by this factor. In numerical work near the edge the equations for λ_n are preferable, because they contain no division by v_2.

The sharp step is a property of the Boltzmann description. From ħ/τ_2 = 82.6 × 10⁻⁵ eV and the factor 1.78, the total collision rate of the second subband corresponds to about 1.5 × 10⁻³ eV. Within an energy of this order from the edge the subband has no well-defined onset, and the one-sided values above are limits of the model rather than predictions for those energies. Below the edge the affected range is wider: because Γ⁰_12 is 17.6 times the intrasubband rate, a broadened tail of only 1 % of the step in the density of states can raise ħ/τ_1 by up to about 18 %. At 0.13 eV the Fermi level is 0.0345 eV above the edge, and k_nλ_n is large in both subbands.

Temperature enters through the average over energy. At kT = 0.01 eV with the chemical potential held at 0.13 eV, σ rises from 415 to 523 e²/ħ and the mobility to 1.80 × 10⁵ cm²/(V s), while the density changes by only 0.3 %. Part of the rise comes from energies below the second edge, where σ(E) can be much larger. Their thermal weight is 1/(1 + exp(3.45)) = 0.031; multiplied by the edge value 2695 this gives an upper bound of 83 e²/ħ, since σ(E) falls as the energy drops below the edge. Integrating σ(E) over this tail gives 59 e²/ħ: about 3 % of the thermal weight supplies 11 % of the conductivity.

This average is justified because elastic collisions leave each energy shell to itself. Phonon scattering with an appreciable energy transfer connects different shells: the factors f0′ no longer cancel, the occupation factors remain, and the small matrix at each E becomes an equation coupling λ_n at different energies. The numerical output below gives the rates and conductivities in full.

Table of computed values

```
well width 150 A, roughness height 3 A, correlation length 50 A
confinement mass 0.07 m_e; in-plane masses [0.07 0.09 0.11] m_e
subband edges (eV): [0.02387 0.0955  0.21487]
Fermi energy 0.130 eV
subband 1: k = 0.04416 1/A, hbar v = 4.8067 eV A
subband 2: k = 0.02855 1/A, hbar v = 2.4170 eV A
velocity ratio v1/v2 = 1.9887, k1/k2 = 1.5468
hbar G0[11] = 1.8037e-05 eV, hbar G1[11] = 1.3672e-05 eV, (v_m/v_n) hbar G1 = 1.3672e-05 eV
hbar G0[12] = 1.0364e-04 eV, hbar G1[12] = 6.3664e-05 eV, (v_m/v_n) hbar G1 = 3.2013e-05 eV
hbar G0[21] = 8.0606e-05 eV, hbar G1[21] = 4.9516e-05 eV, (v_m/v_n) hbar G1 = 9.8473e-05 eV
hbar G0[22] = 6.2401e-04 eV, hbar G1[22] = 2.8267e-04 eV, (v_m/v_n) hbar G1 = 2.8267e-04 eV
subband 1: lambda = 51441.4 A, hbar/tau = 9.3441e-05 eV, k*lambda = 2271.5, share of sigma = 0.8712
subband 2: lambda = 11764.9 A, hbar/tau = 2.0544e-04 eV, k*lambda = 335.9, share of sigma = 0.1288
density at T=0: 4.4003e-04 1/A^2 = 4.4003e+12 1/cm^2
conductivity at T=0: 414.972 e^2/hbar
mobility at T=0: 9.4306e+05 e A^2/hbar = 143275.3 cm^2/(V s)
shortcut [coupled, no velocity ratio]: hbar/tau = 8.7351e-05, 2.6930e-04 eV; sigma error +3.02 %
shortcut [separate, sum of G0-G1]: hbar/tau = 4.4338e-05, 3.7244e-04 eV; sigma error +90.71 %
shortcut [velocity ratio, equal taus]: hbar/tau = 7.5989e-05, 3.2348e-04 eV; sigma error +15.31 %
shortcut [no intersubband scattering-in]: hbar/tau = 1.0800e-04, 4.2195e-04 eV; sigma error -18.35 %
below edge 2: sigma = 2695.230 e^2/hbar, hbar/tau1 = 8.4590e-06 eV
above edge 2: sigma = 145.088 e^2/hbar, hbar/tau1 = 1.5714e-04 eV, hbar/tau2 = 8.2627e-04 eV
hbar G0[12] at edge 2 = 1.4868e-04 eV; sigma above/below = 0.0538
(v1/v2) G1[21]/G0[21] at edge 2: 1.05746, limit formula 1.05746
kT = 0.010 eV, chemical potential 0.130 eV: density 4.4121e-04 1/A^2, sigma 523.318 e^2/hbar
thermal mobility: 1.1861e+06 e A^2/hbar = 180198.1 cm^2/(V s)
toy model, backward scattering: tau1 = 0.9664, tau2 = -3.1933, sigma = 0.1487 (dimensionless)
toy model, negative velocity: tau1 = 0.8824, tau2 = -0.3922, sigma = 0.1348 (dimensionless)
angular Boltzmann: largest relative deviation 2.9e-15
Cartesian golden rule: largest relative deviation 2.6e-04
wall-shift element: largest relative deviation 1.1e-03
thermal current sum: relative deviation 2.4e-04
```
